# Electrical resistance of thin wires with and without an axial magnetic field: a numerical check

```python
"""Resistance of a round wire with a diffuse surface, by the kinetic path method.

Result under test, for conductivity sigma (bulk sigma0), resistivity rho = 1/sigma,
diameter d, mean free path l, and r = (Fermi momentum)/(axial magnetic field):
  rho/rho0 = 1 + 3 l/(4 d) for d >> l,   rho/rho0 -> l/d for d << l,
  sigma -> sigma0 for r/d -> 0, with leading deficit 3 pi r/(4 d).
An electron that left the wall a time T ago carries the fraction
1 - exp(-T/tau) of its bulk response; tau is the relaxation time.
theta is the angle of the velocity to the wire axis.
Atomic units in the formulas; eV and angstrom in the printed example.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import qmc

nodes, weights = np.polynomial.legendre.leggauss(400)
unit_nodes, unit_weights = (nodes + 1) / 2, weights / 2
# The cubic map places more nodes at velocities nearly parallel to the axis.
theta = (np.pi / 2 * unit_nodes**3)[:, None]
theta_weights = np.pi / 2 * 3 * unit_nodes**2 * unit_weights
eta = (np.pi * unit_nodes)[None, :]
eta_weights = np.pi * unit_weights


def conductivity_ratio(d, l, r=None):
    """sigma/sigma0 from the reduced double integral; r=None means no field."""
    if r is None:
        exponent = d * np.sin(eta) / (l * np.sin(theta))
    else:
        half_arc = np.arctan2(np.sin(eta),
                              2 * r / d * np.sin(theta) - np.cos(eta))
        exponent = 2 * half_arc * r / l
    integrand = ((np.cos(theta) * np.sin(theta))**2 * np.sin(eta)
                 * -np.expm1(-exponent))
    return 1 - 6 * l / (np.pi * d) * (theta_weights @ integrand @ eta_weights)


def untouched_fraction(r_over_d):
    """Weight of orbits that never meet the wall, for r <= d/2."""
    return 1 - 3 * np.pi / 4 * r_over_d + 8 / 5 * r_over_d**2


# Bulk conductivity: thermal Fermi-surface integral against kF^2 l/(3 pi^2).
test_fermi_energy, test_tau = 0.2, 50.0
test_kf = np.sqrt(2 * test_fermi_energy)
temperature = test_fermi_energy / 500


def bulk_integrand(u):
    k = np.sqrt(2 * (test_fermi_energy + temperature * u))
    minus_df = 1 / (4 * np.cosh(u / 2)**2)
    density_of_states = 2 * 4 * np.pi * k / (2 * np.pi)**3
    return minus_df * density_of_states * k**2 / 3 * test_tau


bulk_sigma = quad(bulk_integrand, -40, 40, points=[0])[0]
bulk_formula = test_kf**2 * (test_kf * test_tau) / (3 * np.pi**2)
# The remaining difference is the thermal correction of order (T/E_F)^2.
assert abs(bulk_sigma / bulk_formula - 1) < 2e-5

# Transport equation in a field: wire radius 1, cyclotron frequency 1.
orbit_radius, relax_time = 1.3, 2.0


def time_since_wall(x, y, phi):
    alpha = phi - np.pi / 2
    cx = x - orbit_radius * np.cos(alpha)
    cy = y - orbit_radius * np.sin(alpha)
    a = np.hypot(cx, cy)
    half_arc = np.arccos((a**2 + orbit_radius**2 - 1) / (2 * a * orbit_radius))
    return np.mod(alpha - np.arctan2(cy, cx) - np.pi + half_arc, 2 * np.pi)


def response(x, y, phi):
    return 1 - np.exp(-time_since_wall(x, y, phi) / relax_time)


rng = np.random.default_rng(3)
radius = 0.8 * np.sqrt(rng.random(200))
azimuth, phi = 2 * np.pi * rng.random((2, 200))
x, y, h = radius * np.cos(azimuth), radius * np.sin(azimuth), 1e-5
gx = (response(x + h, y, phi) - response(x - h, y, phi)) / (2 * h)
gy = (response(x, y + h, phi) - response(x, y - h, phi)) / (2 * h)
gphi = (response(x, y, phi + h) - response(x, y, phi - h)) / (2 * h)
# Force on charge -1: dv/dt = -v x B turns the velocity counterclockwise.
streaming = orbit_radius * (np.cos(phi) * gx + np.sin(phi) * gy) + gphi
residual = streaming - (1 - response(x, y, phi)) / relax_time
assert np.max(np.abs(residual)) < 1e-6
assert response(1 - 1e-9, 0.0, np.pi) < 1e-6

# Phase-space sampling from the definition; mu = cos(theta) has weight 3 mu^2.
samples = qmc.Sobol(3, seed=1).random_base2(15)
start_radius = 0.5 * np.sqrt(samples[:, 0])
direction = 2 * np.pi * samples[:, 1]
mu = samples[:, 2]**(1 / 3)
sin_theta = np.sqrt(1 - mu**2)


def sampled_without_field(l):
    """Wire of diameter 1: straight paths traced back to the wall."""
    back = (start_radius * np.cos(direction)
            + np.sqrt(0.25 - (start_radius * np.sin(direction))**2))
    return np.mean(-np.expm1(-back / (l * sin_theta)))


def sampled_with_field(l, r, steps=500):
    """Wire of diameter 1: circular orbits stepped back until they hit."""
    step = 2 * np.pi / steps
    arm = r * sin_theta * np.exp(1j * (direction - np.pi / 2))
    centre = start_radius - arm
    hit_phase = np.full(len(arm), np.inf)
    previous = start_radius**2
    for i in range(steps):
        arm = arm * np.exp(-1j * step)
        current = np.abs(centre + arm)**2
        hit = np.isinf(hit_phase) & (current > 0.25)
        part = (0.25 - previous[hit]) / (current[hit] - previous[hit])
        hit_phase[hit] = (i + part) * step
        previous = current
    ratio = np.mean(-np.expm1(-hit_phase * r / l))
    return ratio, np.mean(np.isinf(hit_phase))


# Tolerances 2e-3 cover the sampling error and the finite orbit step.
for l in (0.2, 1.0, 5.0):
    assert abs(sampled_without_field(l) - conductivity_ratio(1, l)) < 2e-3
sampling_rows = []
for l, r in ((5.0, 0.1), (0.5, 0.3), (5.0, 0.6)):
    sampled, free_orbits = sampled_with_field(l, r)
    reduced = conductivity_ratio(1, l, r)
    assert abs(sampled - reduced) < 2e-3
    if r <= 0.5:
        assert abs(free_orbits - untouched_fraction(r)) < 2e-3
    sampling_rows.append((l, r, sampled, reduced))
assert abs(conductivity_ratio(1, 2, 1e4) - conductivity_ratio(1, 2)) < 1e-4

# Thick wire: linear term, then the cubic correction.
thick = 50.0
cubic = (conductivity_ratio(thick, 1) - 1 + 3 / (4 * thick)) * thick**3
assert abs(cubic - 3 / 8) < 5e-3
thick_slope = (1 / conductivity_ratio(1000, 1) - 1) * 1000
assert abs(thick_slope - 3 / 4) < 1e-3

# Thin wire: leading law, then the coefficient of the logarithm.
thin = 1e-3
thin_product = thin / conductivity_ratio(thin, 1)
assert abs(thin_product - 1) < 5e-3


def thin_defect(x_value):
    return (x_value - conductivity_ratio(x_value, 1)) / x_value**2


log_coefficient = (thin_defect(thin) - thin_defect(2 * thin)) / np.log(2)
assert abs(log_coefficient - 3 / 8) < 1e-3

# Moments behind the thin-wire limit, by direct sampling and quadrature.
back_distance = (start_radius * np.cos(direction)
                 + np.sqrt(0.25 - (start_radius * np.sin(direction))**2))
mean_back = np.mean(back_distance)
assert abs(mean_back - 4 / (3 * np.pi)) < 1e-3
mean_inverse_sine = quad(lambda m: 3 * m**2 / np.sqrt(1 - m**2), 0, 1)[0]
assert abs(mean_inverse_sine - 3 * np.pi / 4) < 1e-6

# Strong field: two-sided bound, leading deficit and long-path limit.
for l in (0.3, 5.0, 100.0):
    for r in (0.01, 0.1, 0.4):
        deficit = 1 - conductivity_ratio(1, l, r)
        upper = 1 - untouched_fraction(r)
        assert upper * np.exp(-2 * np.pi * r / l) - 1e-9 < deficit < upper + 1e-9
field_slope = (1 - conductivity_ratio(1, 5, 1e-4)) / 1e-4
assert abs(field_slope - 3 * np.pi / 4) < 2e-3
assert abs(conductivity_ratio(1, 1e6, 0.2) - untouched_fraction(0.2)) < 1e-5

# Many turns per relaxation time do not suffice when r exceeds d.
wide_orbit_ratio = conductivity_ratio(1, 100, 2)
assert wide_orbit_ratio < 0.1

# Worked example with round model parameters.
hartree = constants.physical_constants["Hartree energy in eV"][0]
bohr = constants.physical_constants["Bohr radius"][0] * 1e10
tesla = constants.physical_constants["atomic unit of mag. flux density"][0]
fermi_energy, mean_path, diameter = 5.0, 5e5, 1e5
kf = np.sqrt(2 * fermi_energy / hartree)


def orbit_size(cyclotron_energy):
    """Largest orbit radius in angstrom for a cyclotron energy in eV."""
    return kf / (cyclotron_energy / hartree) * bohr


def example_ratio(cyclotron_energy):
    return conductivity_ratio(diameter, mean_path, orbit_size(cyclotron_energy))


zero_field = conductivity_ratio(diameter, mean_path)
energies = (1e-4, 2e-4, 5e-4, 1e-3, 2e-3, 5e-3)
table = [example_ratio(energy) for energy in energies]
assert np.all(np.diff([zero_field] + table) > 0)
energy_90 = brentq(lambda energy: example_ratio(energy) - 0.9, 1e-4, 1e-2)

print("MODEL")
print(f"Fermi energy = {fermi_energy:.1f} eV")
print(f"Fermi wave number = {kf / bohr:.4f} 1/angstrom")
print(f"mean free path l = {mean_path:.0f} angstrom")
print(f"wire diameter d = {diameter:.0f} angstrom")
print(f"hbar/tau = {kf / (mean_path / bohr) * hartree:.4e} eV")
print("ZERO FIELD: d/l, rho/rho0, 1+3l/(4d), l/d (dimensionless)")
for ratio in (0.01, 0.1, 0.2, 1.0, 10.0, 100.0):
    print(f"{ratio:7.2f} {1 / conductivity_ratio(ratio, 1):10.5f}"
          f" {1 + 3 / (4 * ratio):10.5f} {1 / ratio:10.5f}")
print("CHECKS (dimensionless)")
print(f"(rho/rho0-1) d/l at d/l=1000: {thick_slope:.5f}")
print(f"thick-wire cubic coefficient at d/l=50: {cubic:.5f}")
print(f"(rho/rho0) d/l at d/l=0.001: {thin_product:.5f}")
print(f"thin-wire logarithm coefficient: {log_coefficient:.5f}")
print(f"mean distance back to wall / d: {mean_back:.5f}")
print(f"weighted mean of 1/sin(theta): {mean_inverse_sine:.5f}")
print(f"field deficit / (r/d) at r/d=0.0001, l/d=5: {field_slope:.5f}")
print("l/d, r/d, sigma/sigma0 sampled, from integral")
for l, r, sampled, reduced in sampling_rows:
    print(f"{l:5.1f} {r:5.1f} {sampled:9.4f} {reduced:9.4f}")
print(f"sigma/sigma0 at l/d=100, r/d=2: {wide_orbit_ratio:.4f}")
print("EXAMPLE WIRE IN AXIAL FIELD")
print(f"sigma/sigma0 without field = {zero_field:.4f}")
print("cyclotron energy (eV), r (angstrom), sigma/sigma0, F")
for energy, value in zip(energies, table):
    size = orbit_size(energy)
    bound = (f"{untouched_fraction(size / diameter):.4f}"
             if size <= diameter / 2 else "r>d/2")
    print(f"{energy:.1e} {size:10.1f} {value:8.4f} {bound:>8}")
print(f"cyclotron energy for 90% of bulk = {energy_90:.4e} eV")
print(f"orbit radius r there = {orbit_size(energy_90):.1f} angstrom")
print(f"same field converted = {energy_90 / hartree * tesla:.2f} T")
print("all tests passed")
```

It prints:

```
MODEL
Fermi energy = 5.0 eV
Fermi wave number = 1.1456 1/angstrom
mean free path l = 500000 angstrom
wire diameter d = 100000 angstrom
hbar/tau = 1.7458e-05 eV
ZERO FIELD: d/l, rho/rho0, 1+3l/(4d), l/d (dimensionless)
   0.01  102.17158   76.00000  100.00000
   0.10   11.45941    8.50000   10.00000
   0.20    6.29078    4.75000    5.00000
   1.00    2.02896    1.75000    1.00000
  10.00    1.08063    1.07500    0.10000
 100.00    1.00756    1.00750    0.01000
CHECKS (dimensionless)
(rho/rho0-1) d/l at d/l=1000: 0.75056
thick-wire cubic coefficient at d/l=50: 0.37528
(rho/rho0) d/l at d/l=0.001: 1.00300
thin-wire logarithm coefficient: 0.37481
mean distance back to wall / d: 0.42441
weighted mean of 1/sin(theta): 2.35619
field deficit / (r/d) at r/d=0.0001, l/d=5: 2.35595
l/d, r/d, sigma/sigma0 sampled, from integral
  5.0   0.1    0.7875    0.7880
  0.5   0.3    0.7330    0.7331
  5.0   0.6    0.2685    0.2688
sigma/sigma0 at l/d=100, r/d=2: 0.0244
EXAMPLE WIRE IN AXIAL FIELD
sigma/sigma0 without field = 0.1590
cyclotron energy (eV), r (angstrom), sigma/sigma0, F
1.0e-04    87292.4   0.2091    r>d/2
2.0e-04    43646.2   0.3577   0.2764
5.0e-04    17458.5   0.6581   0.6374
1.0e-03     8729.2   0.8124   0.8065
2.0e-03     4364.6   0.9018   0.9002
5.0e-03     1745.8   0.9596   0.9594
cyclotron energy for 90% of bulk = 1.9626e-03 eV
orbit radius r there = 4447.8 angstrom
same field converted = 16.95 T
all tests passed
```
